Error in Pb 6p spin-orbit splitting from scalar-relativistic partial waves, part 1

(Sections cited here and not found follow in the second part.)

Question. A PAW data set for lead is built from scalar-relativistic partial waves, and spin-orbit coupling is added afterwards as a one-centre matrix between them. It is said that this underestimates the 6p splitting because scalar-relativistic p functions vanish at the nucleus while the Dirac p1/2 function does not. In what sense is that true, how large is the error for Pb 6p, and how much of it do extra partial waves remove?

Answer.

The radial equations and the place of the spin-orbit term

Rydberg units are used: ħ = 1, m = 1/2, e² = 2. Then α = e²/(ħc) gives c = 2/α = 274.07, and 2mc² = c². The potential V(r) is spherical, spin-independent and the same in every equation below, so all differences come from the treatment of relativity and from the basis. E is measured from the rest energy.

The Dirac equation for the upper and lower two-spinors φ and χ reads c σ·p φ = (E − V + c²)χ and c σ·p χ = (E − V)φ. Since (σ·r̂)² = 1 and (σ·a)(σ·b) = a·b + iσ·(a×b),

σ·p = σ·r̂ (σ·r̂)(σ·p) = −i σ·r̂ (∂/∂r − σ·L/r).

On a spin-angular function Ω_κ the operator σ·L = J² − L² − 3/4 has the value l for j = l + 1/2 and −(l+1) for j = l − 1/2. With κ = −(l+1) in the first case and κ = l in the second, both are σ·L = −(κ+1), and in both κ(κ+1) = l(l+1). Thus p1/2 has κ = +1 and p3/2 has κ = −2. Put φ = (P/r)Ω_κ and χ = i(Q/r)Ω_−κ, with phases such that σ·r̂ Ω_κ = −Ω_−κ. Because ∂(P/r)/∂r + (κ+1)P/r² = (P′ + κP/r)/r, one has σ·p φ = (i/r)(P′ + κP/r)Ω_−κ, and the same rule with κ → −κ gives σ·p χ = −(1/r)(Q′ − κQ/r)Ω_κ. With F = cQ and M = 1 + (E − V)/c² the two equations become

P′ + κP/r = M F,
F′ − κF/r = (V − E)P.

Insert F = (P′ + κP/r)/M into the second equation and write μ = 1/M:

−(μP′)′ − κ(μP/r)′ + κμP′/r + κ²μP/r² + VP = EP.

The second term is −κ(μ′P/r + μP′/r − μP/r²). Its middle piece cancels the third term, and its last piece joins κ² to form κ(κ+1) = l(l+1):

−(μP′)′ + l(l+1)μP/r² − κ μ′P/r + VP = EP.

The only dependence on j is in −κμ′/r. Writing −κ = 1 − (κ+1) = 1 + σ·L splits the operator exactly:

H_κ = H_SR + ξ σ·L,
H_SR = −(d/dr)μ(d/dr) + l(l+1)μ/r² + μ′/r + V,
ξ = μ′/r = V′/(c²M²r).

The last form follows from μ′ = −M′/M² and M′ = −V′/c². H_SR is the scalar-relativistic (SR) operator of Koelling and Harmon. It is the average of H_κ over j with weights 2j+1, because (2l+2)·l − 2l·(l+1) = 0. The program checks this splitting symbolically for both p channels.

For variational arguments the quadratic form is needed. Multiplying the eliminated equation by P and integrating by parts gives a_κ[P] = ∫[μ(P′ + κP/r)² + VP²]dr. Expanding the square with 2PP′ = (P²)′, κ² = l(l+1) − κ and (P²)′/r − P²/r² = (P²/r)′, and then letting κ become a continuous parameter k at fixed l, gives

a_k[P] = ∫[μP′² + l(l+1)μP²/r² + VP²]dr + k∫μ(P²/r)′dr.

The form is affine in k. The value k = −1 is SR, k = +1 is p1/2 and k = −2 is p3/2. So k + 1 is the strength of the spin-orbit perturbation, +2 for p1/2 and −1 for p3/2. For general k, with F = μ(P′ + kP/r), the stationarity condition is F′ − kF/r = [V − E + (l(l+1) − k(k+1))μ/r²]P.

What happens at the nucleus

For a point nucleus V → −2Z/r, so M ≈ 1 + b/r with b = 2Z/c². For Z = 82, b = 2.183·10⁻³ bohr. For r ≪ b one has μ ≈ r/b and μ′ ≈ 1/b. Try P = r^s. The kinetic term gives −(s r^s/b)′ = −s² r^(s−1)/b, the centrifugal term l(l+1) r^(s−1)/b, the k term −k r^(s−1)/b and the potential −2Z r^(s−1); the term EP is one power higher. With 2Zb = 4Z²/c² = (Zα)²,

s² = l(l+1) − k − (Zα)².

For Dirac channels l(l+1) − κ = κ², so s = γ = √(κ² − (Zα)²). For SR p functions s² = 3 − (Zα)². Inside b the spin-orbit term scales exactly like the centrifugal term, so it changes the power of r and is not a small correction there. With Zα = 0.59838, (Zα)² = 0.35806, and the exponents are √0.64194 = 0.8012 for p1/2, √2.64194 = 1.6254 for SR and √3.64194 = 1.9084 for p3/2. The logarithmic slopes of the computed 6p functions at 5·10⁻⁶ bohr are 0.8026, 1.6256 and 1.9082. The large component P/r therefore diverges as r^(−0.20) for p1/2 and vanishes as r^0.63 for SR and as r^0.91 for p3/2. The first radial equation gives F/P = (γ+κ)/(rM) → (γ+κ)/b, and bc = 2Z/c = Zα, so for p1/2 Q/P → (1+γ)/(Zα) = 1.8012/0.59838 = 3.010, against 3.005 computed. At the nucleus the "small" component is three times the large one. For higher l the j = l − 1/2 exponent is also near l in place of l + 1, but only for l = 1 does P/r fail to vanish.

For a nucleus of finite size V and M tend to constants, M → M₀. Take P = p r^a and F = f r^(a−1). For κ = 1 the first equation gives (a+1)p = M₀f, and the second gives (a−2)f r^(a−2) = O(r^a), so the regular solution has a = 2. The large component of p1/2 then vanishes at the centre like any p function, P/r ∝ r, and only Q/r ∝ r⁰ stays finite. A uniform sphere of radius 1.34·10⁻⁴ bohr (the rough empirical rule 1.2 fm × A^(1/3) with A = 208) gives computed exponents 1.998 for P and 0.999 for Q. An SR p function also has a = 2 there: the general-k equations at k = −1 give (a−1)p = M₀f and af = 2p/M₀, that is a(a−1) = 2. If that function is placed in a j = 1/2 spinor, it generates Q ∝ P′ + P/r ∝ r as well. The premise of the question is thus literally true for a point nucleus, and for a real nucleus it describes the range between the nuclear radius and b. With the screening held fixed, the finite nucleus changes the splitting by −0.056 mRy, so the point nucleus is kept from here on.

The difference of shape does not end at b. For b ≪ r ≪ 1/Z, neglect E and screening and expand to first order in b: μ = 1 − b/r, μ′ = b/r². At order b⁰, −P″ + 2P/r² − 2ZP/r = 0 has the solution r² + p r³ + … with −6p + 2p − 2Z = 0, p = −Z/2. Add b(a r + βZ r² ln r). The terms of order b/r are 2(a − 1) from the centrifugal term and −k from the k term, while the kinetic term differentiates a constant, so a = 1 + k/2. The terms of order b r⁰ are 3p from the kinetic term, −2p from the centrifugal term, −kp from the k term, −2Za from the potential, and −3βZ because −(r² ln r)″ + 2 ln r = −3. Their sum vanishes if −(1−k)/2 − 2 − k = 3β, so β = −(5+k)/6. As a check, bZ = (Zα)²/2, so βbZ equals −(Zα)²/2 for k = 1 and −(Zα)²/4 for k = −2, which are the first-order terms of the exponents 1 + √(1 − (Zα)²) and √(4 − (Zα)²) that multiply the r² term of the Dirac–Coulomb series. Dividing by the k = −1 solution, up to a constant factor,

P_k/P_SR ≈ 1 + (k+1) b [1/(2r) − (Z/6) ln r].

For p1/2 the leading deformation is b/r, which is 0.22 at 0.01 bohr. For lead bZ = 0.18, so the window b ≪ r ≪ 1/Z is narrow and the formula gives the trend and size only.

The energy of a partial wave cannot produce such a deformation. For r ≪ 1/Z, −P″ + 2P/r² = εP with P = r² + q r⁴ gives −12q + 2q = ε, a relative change −εr²/10. At r = 0.01 bohr and ε = 14 Ry this is 1.4·10⁻⁴. The energy dependence of M, left out of this estimate, adds a term of about Zεr/c² = 1.5·10⁻⁴, so the full change is about 3·10⁻⁴, to be set against 0.22. All SR partial waves of valence energy are proportional to one another in this region, so no combination of them changes the coefficient of the term b r from its SR value a = 1/2 to the p1/2 value a = 3/2. A change of shape at radius r needs ε of order 1/r² or more, about 10³ Ry at 0.03 bohr and 10⁵ Ry at b. As Zα → 0 the exponents inside b remain different (1, √3, 2), but b shrinks in proportion to Z and the deformation at fixed Zr falls as (Zα)².

First and second order in the coupling

Since M depends on E, a level is a root of λ_n(E) = E, where λ_n(E) is the n-th eigenvalue of a_k against ∫P² at fixed E in M. The form is bounded below when γ² > 0. Near the nucleus r(P′ + κP/r)² = rP′² + κ(P²)′ + κ²P²/r, so that, apart from a total derivative, the integrand is (rP′² + γ²P²/r)/b, which is positive. From ∂μ/∂E = −μ²/c² and the Hellmann–Feynman theorem,

∂λ/∂E = −q,  q = ∫Q² / ∫P²

for a Dirac channel. For general k the numerator is ∫μ²[(P′ + kP/r)² + (l(l+1) − k(k+1))P²/r²]/c², which is positive for −2 ≤ k ≤ 1 at l = 1. Differentiating λ(E,k) = E gives dE/dk = (∂λ/∂k)/(1+q). Integrating by parts, ∫μ(P²/r)′dr = −∫ξP²dr, because the boundary term μP²/r → P²/b vanishes at the origin. With P normalized to (1+q)∫P² = 1,

dE/dk = −ζ,  ζ = ∫ξP²dr,

so to first order E(p1/2) = E_SR − 2ζ, E(p3/2) = E_SR + ζ, and the splitting is 3ζ. At second order, with M frozen at the SR 6p energy so that the operator is linear and its eigenfunctions P_n orthonormal,

E(k) = E_SR − (k+1)ζ + (k+1)² E₂ + …,
E₂ = Σ_(n≠6p) ⟨n|ξ|6p⟩² / (E_6p − E_n).

Core states, with E_n below E_6p, push the level up, and all higher states push it down. The factor (k+1)² is 4 for p1/2 and 1 for p3/2, so second order adds (1 − 4)E₂ = −3E₂ to the splitting.

The atom used for the numbers is neutral Pb, 6s²6p², in self-consistent Dirac LDA (Slater exchange, Vosko–Wilk–Nusair correlation), spherically averaged, with the two 6p electrons spread over j by degeneracy. The numerical check solves all equations in a B-spline basis in ln r. It asserts agreement with the Sommerfeld formula for bare Z = 82 to a relative 10⁻⁷ and with direct integration of the two first-order equations for the three 6p levels to 3·10⁻⁶ Ry. Differences within this one potential can therefore be quoted to a few μRy, although the LDA levels themselves are only as good as LDA. The levels are −0.354282 Ry (p1/2), −0.269932 Ry (SR) and −0.243557 Ry (p3/2). The Dirac splitting is

−0.243557 + 0.354282 = 110.725 mRy = 1.5065 eV,

and every percentage below is relative to it. The integral gives ζ = 29.762 mRy, and a finite difference of the root in k gives the same to the asserted relative 10⁻⁴. First order therefore gives 3ζ = 89.285 mRy = 1.2148 eV, too small by 21.44 mRy or 0.29 eV, which is −19.4 %. By level, −269.932 − 59.523 = −329.455 mRy lies 24.83 mRy above p1/2, and −269.932 + 29.762 = −240.170 mRy lies 3.39 mRy above p3/2. The two errors have the same sign and partly cancel in the splitting: 24.83 − 3.39 = 21.44.

The sum gives E₂ = −3.933 mRy, confirmed by a second difference of the frozen-M eigenvalue. For p1/2 the contributions to 4E₂ are, in mRy:

2p, 3p, 4p, 5p: +4.96, +5.20, +6.30, +9.21
0 to 2 Ry above: −7.58
2 to 20 Ry above: −8.40
20 to 1000 Ry above: −13.73
over 1000 Ry above: −11.68

The higher states are those of a discretized continuum, so their division among the groups depends on the basis by a few tenths of a mRy, while their total does not. The core adds up to +25.66 and the higher states to −41.39, leaving −15.73 mRy. The rest of the 24.83 mRy, namely −9.10 mRy, is beyond second order (it includes the effect of unfreezing M, of relative size q). For p3/2 second order gives −3.93 and the rest is −3.39 + 3.93 = +0.55 mRy. The splitting is then 89.29 + 11.80 + 9.64 = 110.73 mRy. The net second-order term is a difference of two larger sums, and states more than 20 Ry above the level carry −25.4 mRy, about as much as the core with opposite sign. By the estimate ε ~ 1/r², the states over 1000 Ry above, which carry −11.68 mRy of this, are the ones that can reshape the function between b and about 0.03 bohr. Of ζ itself, 1.1 % comes from r < b and 95.6 % from r < 0.05 bohr.

What the wrong power costs

The literal claim can be isolated. Force P to have the SR shape for r < r₀ ≪ b, leave it free outside, require continuity, and use the p1/2 form. Inside, P = P₀(r/r₀)^s, and with μ = r/b and ∫r^(2s−1)dr = r₀^(2s)/(2s) the inner part of the form is P₀² I(s) with

I(s) = [(s+κ)² − 2Zb]/(2sb) = (s² + 2sκ + γ²)/(2sb),

where 2Zb = κ² − γ² was used. The inner part of E∫P² is of order E r₀ P₀² and negligible against 1/b. Varying the outer part gives the Dirac equation for r > r₀ and a boundary term −2F(r₀)δP₀, while the inner part gives 2I P₀δP₀. Hence the outer solution, marked by a tilde, obeys F̃/P̃ = I(s) at r₀. The exact solution has F/P = (γ+κ)/b, which is I(γ), and

I(s) − I(γ) = (s² − 2sγ + γ²)/(2sb) = δ/b,  δ = (s − γ)²/(2s).

Since F/P = (rP′/P + κ)/b, the constraint raises the logarithmic derivative from γ to γ + δ. For the two outer solutions at energies E and Ẽ form W = PF̃ − P̃F. On differentiating and inserting the radial equations the four κ/r terms cancel in pairs, the V terms cancel, and

W′ = (M − M̃)FF̃ + (E − Ẽ)PP̃ = −(Ẽ − E)(PP̃ + QQ̃).

Integrating from r₀ to infinity, where W = 0, and taking the overlap as 1 gives ΔE = Ẽ − E = W(r₀) = P(r₀)P̃(r₀)δ/b. For r₀ < r ≪ b the constrained solution is A r^γ[1 + t(r₀/r)^(2γ)], with the irregular power r^(−γ) mixed in. Its logarithmic derivative at r₀ is γ(1−t)/(1+t). Setting this equal to γ + δ gives t = −δ/(2γ+δ) and 1 + t = 2γ/(2γ+δ). The admixture dies out as (r₀/r)^(2γ), so A is the amplitude of the exact solution up to terms of order (r₀/b)^(2γ), and P̃(r₀) = (1+t)P(r₀):

ΔE = P(r₀)² (δ/b) · 2γ/(2γ + δ),

with relative corrections of order r₀/b from μ = r/(r+b). For lead δ = 0.8242²/3.2508 = 0.2090, δ/b = 95.71 bohr⁻¹, and 2γ/(2γ+δ) = 1.6024/1.8114 = 0.8846. At r₀ = 4·10⁻⁵ bohr, |P| = 2.0238·10⁻⁴ bohr^(−1/2), so ΔE = 4.096·10⁻⁸ × 95.71 × 0.8846 = 3.47·10⁻⁶ Ry, and diagonalization in the constrained space gives 3.37·10⁻⁶ Ry. At r₀ = 1.344·10⁻⁴ bohr, |P| = 5.467·10⁻⁴ gives 2.53·10⁻⁵ Ry against 2.30·10⁻⁵ Ry. The deviations, 2.8 % and 9.1 % of the formula, are about 1.5 r₀/b in both cases (r₀/b = 0.018 and 0.062), as the neglected order requires; the test allows 0.02 + 2r₀/b. The cost grows as r₀^(2γ) and is negligible on the nuclear scale.

When a restricted basis gives a bound

First-order spin-orbit coupling misses 19.4 % of the Pb 6p splitting, while imposing the wrong power of r on the nuclear scale costs only about 0.02 mRy. It remains to establish when a restricted basis bounds the level, and to find what the SR shape costs at larger r₀ and how much of the error extra partial waves remove.
